# From the ab initio polaron equations to the Landau-Pekar energy

An extra electron in an insulating crystal can distort the lattice and become trapped in the potential well that the distortion creates. This problem derives the equations for that state from density functional theory and solves them in the continuum limit.

The nuclei are classical and static. The crystal has $N_p$ cells of volume $\Omega$ with periodic boundary conditions, and $e^2$ stands for $e^2/4\pi\epsilon_{\rm vac}$. Conduction Bloch states $\psi_{n\mathbf k}$ have energies $\varepsilon_{n\mathbf k}$ and are normalized over the whole crystal. Phonons have frequencies $\omega_{\mathbf q\nu}$ and orthonormal polarizations $\mathbf e_{\kappa\nu}(\mathbf q)$, with $\mathbf e_{\kappa\nu}(-\mathbf q)=\mathbf e^*_{\kappa\nu}(\mathbf q)$, for atoms $\kappa$ of mass $M_\kappa$.

## (a) The energy functional

**Starting from the density functional energy of the neutral crystal, find an energy for one added electron that is free of self-interaction, to lowest useful order in the displacements $\Delta\tau_j$.**

Let $E_N(\tau)$ and $n_\tau$ be the ground-state energy and density of the $N$-electron insulator with nuclei at $\tau$. Add an electron in an orbital $\psi$ orthogonal to the valence states, with density $\rho=|\psi|^2$, and keep the valence electrons as they are at this $\tau$. The added energy is

$$\langle\psi|\hat T+V_{\rm ext}|\psi\rangle+E_{\rm Hxc}[n_\tau+\rho]-E_{\rm Hxc}[n_\tau].$$

The part of the last difference linear in $\rho$ is $\int V_{\rm Hxc}[n_\tau]\rho$. The higher terms include the Hartree energy $\frac{e^2}{2}\iint\rho\rho'/|\mathbf r-\mathbf r'|$, a repulsion of the electron by itself that opposes localization. These higher terms are assigned to self-interaction and removed:

$$E=E_N(\tau)+\langle\psi|H_{\rm KS}(\tau)|\psi\rangle .$$

This is an approximation: the direct response of the valence electrons to $\psi$ is also left out. Their response to the nuclei is kept, because $n_\tau$ follows $\tau$.

At equilibrium the first derivative of $E_N$ vanishes. Expanding $E_N$ to second order and $V_{\rm KS}$ to first, and dropping the constant, gives

$$E=\langle\psi|H^0_{\rm KS}|\psi\rangle+\sum_j\Delta\tau_j\Big\langle\psi\Big|\frac{\partial V_{\rm KS}}{\partial\tau_j}\Big|\psi\Big\rangle+\frac12\sum_{ij}C_{ij}\Delta\tau_i\Delta\tau_j. \tag{1}$$

The derivative is the self-consistent, screened one of density functional perturbation theory. The omitted term $\frac12\langle\psi|\partial^2V|\psi\rangle\Delta\tau^2$ is part of the change that one electron makes in the force constants. It should be small when the electron is spread over many cells, and may fail to be small for a polaron on one site. Below, $\psi$ is built from undisplaced conduction states; the neglected mixing with valence states changes the energy at second order in $\Delta\tau$. It is a further part of that change in the force constants and is present even when $\partial^2V=0$.

## (b) Normal-mode form

**Expand the orbital and displacements as**

$$\psi=\frac1{\sqrt{N_p}}\sum_{n\mathbf k}A_{n\mathbf k}\psi_{n\mathbf k},\qquad \Delta\boldsymbol\tau_{\kappa p}=-\frac2{N_p}\sum_{\mathbf q\nu}B^*_{\mathbf q\nu}\,\mathbf s_{\kappa p}^{\mathbf q\nu},\qquad \mathbf s_{\kappa p}^{\mathbf q\nu}=\sqrt{\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}}\,\mathbf e_{\kappa\nu}(\mathbf q)e^{i\mathbf q\cdot\mathbf R_p},$$

**and express the energy through $A$ and $B$.**

Normalization requires $\sum|A_{n\mathbf k}|^2=N_p$, and real displacements require $B_{-\mathbf q\nu}=B^*_{\mathbf q\nu}$. Rigid translations, with $\omega=0$, are excluded.

For the elastic energy, the phonon eigenvalue equation says that $C$ acting on a pattern $\mathbf s$ returns $M_\kappa\omega^2\mathbf s$. Hence

$$\mathbf s^{\mathbf q'\nu'\dagger}C\,\mathbf s^{\mathbf q\nu}=\sum_{\kappa p}M_\kappa\omega_{\mathbf q\nu}^2\,\mathbf s^{\mathbf q'\nu'*}_{\kappa p}\!\cdot\mathbf s^{\mathbf q\nu}_{\kappa p}=N_p\frac{\hbar\omega_{\mathbf q\nu}}2\,\delta_{\mathbf q\mathbf q'}\delta_{\nu\nu'} .$$

With amplitude $-2B^*/N_p$, each mode costs $\frac12\cdot\frac{4|B|^2}{N_p^2}\cdot\frac{N_p\hbar\omega}{2}=\hbar\omega|B|^2/N_p$.

For the coupling, define

$$g_{mn\nu}(\mathbf k,\mathbf q)=\langle\psi_{m\mathbf k+\mathbf q}|\Delta_{\mathbf q\nu}V|\psi_{n\mathbf k}\rangle,\qquad \Delta_{\mathbf q\nu}V=\sum_{\kappa p}\mathbf s^{\mathbf q\nu}_{\kappa p}\cdot\frac{\partial V_{\rm KS}}{\partial\boldsymbol\tau_{\kappa p}},$$

$$S_{\mathbf q\nu}=\frac1{N_p}\sum_{mn\mathbf k}A^*_{m\mathbf k+\mathbf q}\,g_{mn\nu}(\mathbf k,\mathbf q)\,A_{n\mathbf k}=\langle\psi|\Delta_{\mathbf q\nu}V|\psi\rangle .$$

The coupling energy is $-(2/N_p)\sum B^*S$. Since $\Delta_{-\mathbf q\nu}V=(\Delta_{\mathbf q\nu}V)^\dagger$, we have $S_{-\mathbf q\nu}=S^*_{\mathbf q\nu}$; the sum is therefore real and $\sum B^*S=\sum BS^*$. Altogether

$$E=\frac1{N_p}\Big\{\sum_{n\mathbf k}\varepsilon_{n\mathbf k}|A_{n\mathbf k}|^2+\sum_{\mathbf q\nu}\big[\hbar\omega_{\mathbf q\nu}|B_{\mathbf q\nu}|^2-B^*_{\mathbf q\nu}S_{\mathbf q\nu}-B_{\mathbf q\nu}S^*_{\mathbf q\nu}\big]\Big\}. \tag{2}$$

## (c) The polaron equations

**Find the conditions for $E$ to be stationary, and relate the formation energy to the electron eigenvalue.**

Completing the square, the bracket in (2) is $\hbar\omega|B-S/\hbar\omega|^2-|S|^2/\hbar\omega$. Its minimum is at $B=S/\hbar\omega$, which respects $B_{-\mathbf q}=B^*_{\mathbf q}$:

$$B_{\mathbf q\nu}=\frac1{N_p}\sum_{mn\mathbf k}A^*_{m\mathbf k+\mathbf q}\frac{g_{mn\nu}(\mathbf k,\mathbf q)}{\hbar\omega_{\mathbf q\nu}}A_{n\mathbf k}. \tag{3}$$

For the electron, write the whole coupling as

$$-\frac2{N_p}\sum BS^*=-\frac2{N_p^2}\sum B_{\mathbf q\nu}\,g^*_{mn\nu}(\mathbf k,\mathbf q)\,A_{m\mathbf k+\mathbf q}A^*_{n\mathbf k}.$$

Differentiate with respect to $A^*_{n\mathbf k}$ at fixed $B$, with a multiplier $\varepsilon$ for the norm, and multiply by $N_p$:

$$\frac2{N_p}\sum_{\mathbf qm\nu}B_{\mathbf q\nu}\,g^*_{mn\nu}(\mathbf k,\mathbf q)\,A_{m\mathbf k+\mathbf q}=(\varepsilon_{n\mathbf k}-\varepsilon)A_{n\mathbf k}. \tag{4}$$

Equations (3) and (4) are the ab initio polaron equations. A change of phase of a phonon polarization multiplies $g$ and $B$ alike, so $Bg^*$ and the displacements are unaffected.

Multiplying (4) by $A^*_{n\mathbf k}/N_p$ and summing gives $\varepsilon=\frac1{N_p}\sum\varepsilon_{n\mathbf k}|A|^2-\frac2{N_p}\sum\hbar\omega|B|^2$. Inserting $S=\hbar\omega B$ in (2) gives the energy relative to an electron at the band minimum of the undistorted crystal:

$$\Delta E_f=\frac1{N_p}\sum_{n\mathbf k}(\varepsilon_{n\mathbf k}-\varepsilon_{\min})|A_{n\mathbf k}|^2-\frac1{N_p}\sum_{\mathbf q\nu}\hbar\omega_{\mathbf q\nu}|B_{\mathbf q\nu}|^2 . \tag{5}$$

Thus $\Delta E_f=\varepsilon-\varepsilon_{\min}+\frac1{N_p}\sum\hbar\omega|B|^2$: the eigenvalue leaves out the elastic cost.

These equations were tested on a ten-cell chain with two atoms per cell and no inversion symmetry. Solving (3) and (4) gives $\Delta E_f=-1.26785420$ in model units, and direct minimization of (1) in real space gives the same digits. The displacements agree to $1.7\times10^{-8}$, with a largest displacement of 1.109. The eigenvalue lies 3.198 below the band minimum, so the elastic cost is $3.198-1.268=1.930$.

## (d) The continuum limit

**Take one isotropic parabolic band of mass $m$ and one dispersionless longitudinal optical mode $\omega$, coupled through its long-range electric field. Fix $|g|^2$ from the dielectric constants $\epsilon_\infty$ (ions clamped) and $\epsilon_0$ (ions relaxed), and find the functional of $\psi$ alone.**

At long wavelength the overlaps of the cell-periodic functions tend to one, so $g$ depends on $\mathbf q$ alone. The envelope function is

$$\psi(\mathbf r)=\frac1{N_p\sqrt\Omega}\sum_{\mathbf k}A_{\mathbf k}e^{i\mathbf k\cdot\mathbf r},\qquad \rho_{\mathbf q}=\int|\psi|^2e^{i\mathbf q\cdot\mathbf r}d^3r=\frac1{N_p}\sum_{\mathbf k}A^*_{\mathbf k+\mathbf q}A_{\mathbf k}.$$

Hence $S_{\mathbf q}=g_{\mathbf q}\rho_{\mathbf q}$, $B_{\mathbf q}=g_{\mathbf q}\rho_{\mathbf q}/\hbar\omega$, and lattice relaxation lowers the energy by

$$W=\frac1{N_p}\sum_{\mathbf q}\frac{|g_{\mathbf q}|^2}{\hbar\omega}|\rho_{\mathbf q}|^2 .$$

The same quantity follows from electrostatics. A static charge distribution in a medium of dielectric constant $\epsilon$ has energy $\frac1{2N_p\Omega}\sum_{\mathbf q}4\pi e^2|\rho_{\mathbf q}|^2/(\epsilon q^2)$. Letting the ions relax changes $\epsilon_\infty$ to $\epsilon_0$ and lowers this energy by

$$W=\frac1{2N_p\Omega}\sum_{\mathbf q}\frac{4\pi e^2}{\kappa q^2}|\rho_{\mathbf q}|^2,\qquad \frac1\kappa=\frac1{\epsilon_\infty}-\frac1{\epsilon_0}.$$

Comparing the two term by term,

$$|g_{\mathbf q}|^2=\frac{2\pi e^2\hbar\omega}{\Omega\kappa q^2}. \tag{6}$$

For a large crystal, $\frac1{N_p}\sum_{\mathbf q}\to\Omega\int d^3q/(2\pi)^3$, and $4\pi/q^2$ is the transform of $1/r$. With the band energy $\hbar^2k^2/2m$, (5) becomes the Landau-Pekar functional

$$E[\psi]=T-W=\frac{\hbar^2}{2m}\int|\nabla\psi|^2d^3r-\frac{e^2}{2\kappa}\iint\frac{|\psi(\mathbf r)|^2|\psi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'. \tag{7}$$

The frequency has cancelled, as it must for a static classical lattice.

In a periodic supercell of edge $L$ the $\mathbf q=0$ term is missing. The omitted region has width of order $1/L$ and integrand $q^2\,dq/q^2$, so it contributes an error of order $1/L$. For an exponential orbital of radius $a$, the sum at $L=16a$ gives $W=0.2254\,e^2/\kappa a$, which is 28% below the continuum value; at $L=32a$ the deficit is still 14%. Extrapolation in $1/L$ and $1/L^3$ through $L=16a$, $24a$ and $32a$ gives 0.312499, with the last digit set by the cutoff in $q$, to be compared with the integral in part (f).

## (e) Scaling

**Show how the energy parts are related at the minimum. What changes if the coupling is short-ranged?**

Replace $\psi(\mathbf r)$ by $\lambda^{3/2}\psi(\lambda\mathbf r)$, which keeps the norm. Two gradients give $T\to\lambda^2T$, and one inverse distance gives $W\to\lambda W$. Stationarity at $\lambda=1$ requires $2T-W=0$. Since the elastic energy is $W$ and the coupling energy is $-2W$,

$$E=-T,\qquad E_{\rm elastic}=2T,\qquad E_{\rm coupling}=-4T,\qquad \varepsilon=T-2W=-3T. \tag{8}$$

These ratios also hold for a trial function whose size has been optimized, with $\varepsilon$ read as an expectation value. For any shape, the best size is $\lambda=W/2T$, and the energy there is

$$E=-\frac{W^2}{4T}. \tag{9}$$

For small $\lambda$ the gain $\lambda W$ exceeds the cost $\lambda^2T$. The classical model (7) therefore binds at any coupling strength.

If $|g|^2$ is instead independent of $q$, then $W\propto\int|\rho_{\mathbf q}|^2d^3q\propto\int|\psi|^4d^3r$, which scales as $\lambda^3$. The energy $\lambda^2T-\lambda^3W$ is positive for small $\lambda$ and unbounded below for large $\lambda$. In three dimensions a wide state then does not bind. A compact one may bind if the coupling is strong enough, but its size is set by the lattice spacing, where the continuum model fails.

It is useful to define

$$\alpha=\frac{e^2}{\hbar\kappa}\sqrt{\frac{m}{2\hbar\omega}},\qquad\text{so that}\qquad \alpha^2\hbar\omega=\frac{me^4}{2\hbar^2\kappa^2}. \tag{10}$$

Measuring lengths in $\hbar^2\kappa/me^2$ and energies in $me^4/\hbar^2\kappa^2=2\alpha^2\hbar\omega$ removes all parameters from (7). Its minimum is a pure number times $\alpha^2\hbar\omega$.

## (f) An exponential trial function

**Evaluate and minimize the energy for $\psi=(\pi a^3)^{-1/2}e^{-r/a}$.**

Because $|\nabla\psi|^2=\psi^2/a^2$, the kinetic energy is $T=\hbar^2/2ma^2$.

For the double integral set $x=r/a$. The radial density is $4x^2e^{-2x}$. The charge inside $x$ and the contribution of the outer shells are

$$Q(x)=1-e^{-2x}(1+2x+2x^2),\qquad \int_x^\infty4x'e^{-2x'}dx'=e^{-2x}(1+2x).$$

The potential $Q/x$ plus the outer term, in units of $1/a$, is

$$\frac1x-e^{-2x}\Big(\frac1x+2+2x\Big)+e^{-2x}(1+2x)=\frac1x-e^{-2x}\Big(\frac1x+1\Big).$$

Averaging it over the density gives

$$\int_0^\infty\!\big(4xe^{-2x}-4xe^{-4x}-4x^2e^{-4x}\big)dx=1-\frac14-\frac18=\frac58 .$$

Therefore $W=\frac12\cdot\frac58\,e^2/\kappa a=5e^2/16\kappa a$, in agreement with the supercell extrapolation, and

$$E(a)=\frac{\hbar^2}{2ma^2}-\frac{5e^2}{16\kappa a},\qquad \frac{dE}{da}=-\frac{\hbar^2}{ma^3}+\frac{5e^2}{16\kappa a^2}=0\;\Rightarrow\; a=\frac{16}{5}\frac{\hbar^2\kappa}{me^2}.$$

From (9) and (10),

$$E_{\rm exp}=-\frac{25}{256}\,\frac{e^4}{\kappa^2a^2}\cdot\frac{2ma^2}{4\hbar^2}=-\frac{25}{256}\,\frac{me^4}{2\hbar^2\kappa^2}=-\frac{25}{256}\,\alpha^2\hbar\omega\approx-0.0977\,\alpha^2\hbar\omega. \tag{11}$$

This is an upper bound to the minimum of (7).

## (g) The minimum and the fault of the exponential

**Find the minimum of (7) numerically, and explain what the exponential gets wrong.**

Varying (7) at fixed norm gives, in scaled units,

$$-\tfrac12\nabla^2\psi-V\psi=\varepsilon\psi,\qquad V(\mathbf r)=\int\frac{|\psi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}d^3r'. \tag{12}$$

The spherical nodeless solution is taken as the ground state; that no other state lies lower is not proved here. It was found in two ways. One diagonalizes the radial equation on a grid and updates $V$ until it is self-consistent. The other integrates (12) outward together with $\nabla^2V=-4\pi|\psi|^2$, adjusting $\psi(0)$ until the solution decays. Both give

$$E_{\min}=-0.1085\,\alpha^2\hbar\omega. \tag{13}$$

The exponential recovers 90.0% of this binding. Its mean radius, $\frac32a=4.80$ scaled units, exceeds the 4.19 of the solution.

The potential $V$ is finite at the origin, with value 0.3155 in scaled units. In $\psi''+2\psi'/r=-2(V+\varepsilon)\psi$ the right side is then finite, so $\psi'(0)=0$. The exponential has a cusp there, which suits the singular potential of a point charge but not this smooth well. Its tail is also too long. By (8) and (13) the eigenvalue is $\varepsilon=-0.163$ in scaled units, so at large $r$ the solution decays, apart from a power of $r$, as $e^{-\sqrt{-2\varepsilon}\,r}=e^{-0.57r}$, whereas the best exponential decays only as $e^{-0.31r}$.

Two trials without a cusp give lower energies. For $\psi\propto e^{-r^2/2s^2}$, each Cartesian component has $\langle x^2\rangle=s^2/2$, and $|\nabla\psi|^2=r^2\psi^2/s^4$ gives $T=3\hbar^2/4ms^2$. The separation of two points drawn from $|\psi|^2$ is Gaussian with variance $s^2$ per component, so its mean inverse length is

$$\frac{4\pi}{(2\pi s^2)^{3/2}}\int_0^\infty R\,e^{-R^2/2s^2}dR=\frac{4\pi s^2}{(2\pi)^{3/2}s^3}=\sqrt{\frac2\pi}\,\frac1s .$$

Then $W=e^2/(\sqrt{2\pi}\,\kappa s)$, and (9) gives

$$E_{\rm Gauss}=-\frac{e^4}{2\pi\kappa^2s^2}\cdot\frac{ms^2}{3\hbar^2}=-\frac{1}{3\pi}\alpha^2\hbar\omega\approx-0.1061\,\alpha^2\hbar\omega .$$

The trial $(1+r/a)e^{-r/a}$ has zero slope at the origin and keeps an exponential decay. Numerical quadrature and minimization give $-0.1070\,\alpha^2\hbar\omega$, closing 86% of the gap between (11) and (13). The extra factor also changes the shape away from the origin, so not all of this gain can be credited to the cusp.

## (h) Numbers and validity

**Evaluate the results for $m=m_e$, $\epsilon_\infty=2$, $\epsilon_0=10$, $\hbar\omega=20$ meV and a cubic cell of edge 4 Å. Is the Landau-Pekar energy reliable here?**

These are round model parameters. First, $1/\kappa=0.5-0.1=0.4$, so $\kappa=2.5$. The scaled length is 1.323 Å and $\alpha=10.43$, whence $\alpha^2\hbar\omega=2177$ meV. The trial radius is $a=3.2\times1.323=4.23$ Å, and

$$E_{\rm exp}=-0.09766\times2177=-212.6\ \text{meV},\qquad E_{\min}=-0.10851\times2177=-236.2\ \text{meV}.$$

For the trial state the kinetic, elastic and coupling energies are 212.6, 425.2 and $-850.4$ meV. Their sum is $-212.6$ meV, while the eigenvalue expectation is $212.6-850.4=-637.8$ meV. The factor of three between them is that of (8).

For the continuum description, 99.7% of the trial's lattice energy comes from $q<\pi/(4\ \text{Å})$. Little of the lattice energy therefore depends on phonon wavevectors outside the zone. The figure does not cover the kinetic energy, which gives more weight to large electron wavevectors. Nor does it show that a real band stays parabolic, or that a real coupling follows (6), up to the zone boundary.

For these parameters the band shape matters a great deal. Keep (6) throughout the zone of the cubic lattice with $d=4$ Å. With the parabolic band cut at the zone boundary, (3) and (4) give about $-238$ meV, close to the continuum value. Now take the nearest-neighbour band $\varepsilon_{\mathbf k}=(\hbar^2/md^2)\sum_i(1-\cos k_id)$, which has the same mass. An electron on a single site has $|A_{\mathbf k}|=1$ and $|\rho_{\mathbf q}|=1$. Its kinetic energy is $3\hbar^2/md^2=1.43$ eV and its lattice energy is $\frac1{N_p}\sum_{\mathbf q}|g_{\mathbf q}|^2/\hbar\omega\approx1.76$ eV, so its energy of about $-0.33$ eV already lies below $E_{\min}$. The self-consistent solution sits on about one site at $-0.51$ eV, where the approximations of part (a) may themselves fail. The mass and the dielectric constants alone therefore do not fix the polaron energy here.

The classical lattice is a separate restriction. For a quantum lattice with the same coupling, second-order perturbation theory for an electron at rest gives

$$E_2=-\Omega\int\frac{d^3q}{(2\pi)^3}\frac{|g_{\mathbf q}|^2}{\hbar\omega+\hbar^2q^2/2m}=-\frac{e^2\hbar\omega}{\pi\kappa}\int_0^\infty\frac{dq}{\hbar\omega+\hbar^2q^2/2m}.$$

The last integral is $\frac\pi2\sqrt{2m/\hbar^3\omega}$, so $E_2=-\alpha\hbar\omega$, here $-208.7$ meV. This weak-coupling estimate describes a delocalized electron that virtual phonons follow, a process absent from (7). It equals the Landau-Pekar energy at $\alpha=1/0.1085=9.2$ and is the deeper of the two below that.

At $\alpha=10.4$ the two estimates differ by 27.6 meV, about 1.4 phonon energies. This difference is not the error of either estimate. Feynman's path-integral variational bound for the quantum model, not derived here, is $-14.4\,\hbar\omega\approx-288$ meV at this $\alpha$, so the quantum energy lies at least 52 meV below $E_{\min}$. The value $-236$ meV is the minimum of the classical continuum model, not a reliable energy for the quantum one. The Landau-Pekar energy grows as $\alpha^2$ and the second-order estimate as $\alpha$, so the static, self-trapped picture gains ground as $\alpha$ increases. The numerical output gives the remaining digits.

## Numbers as computed

```
CHAIN TEST (model units, hbar = 1)
cells 10, on-site energy b 0.6, hoppings 1.0, 0.7
couplings a, b, hopping: 1.8, 1.2, 0.3
springs 1.0, 0.8, substrate 0.3; masses [1. 2.]
formation energy, A-B equations:  -1.26785420
formation energy, direct minimum: -1.26785420
eigenvalue from band minimum:     -3.197882
largest displacement:             1.10886
largest displacement difference:  1.7e-08
LANDAU-PEKAR COEFFICIENTS, E/(alpha^2 hbar w)
exponential trial:       -0.097656
-25/256:                 -0.097656
Gaussian trial:          -0.106103
(1+r/a)exp(-r/a) trial:  -0.107023
minimum, finite diff.:   -0.108513
minimum, shooting:       -0.108513
exponential / minimum:   0.9000
gap closed without cusp: 86.3 %
SCALED UNITS (length hbar^2 kappa/(m e^2))
best exponential radius a:      3.2000
mean radius, exponential:       4.8000
mean radius, minimum:           4.1914
potential depth at origin:      0.3155 m e^4/(kappa hbar)^2
minimum: elastic/kinetic:       2.0000
minimum: eigenvalue/kinetic:    -3.0000
SUPERCELL SUM, exponential, energy in e^2/(kappa a)
L/a = 16: lattice energy 0.225368
L/a = 24: lattice energy 0.253844
L/a = 32: lattice energy 0.268359
extrapolated: 0.312499; 5/16 = 0.312500
coefficient of a/L: -1.4186
WORKED EXAMPLE
m/m_e 1.0, eps_inf 2.0, eps_0 10.0
phonon energy 20.0 meV, cell edge 4.0 angstrom
kappa:                          2.5000
alpha:                          10.4329
alpha^2 hbar w:                 2176.91 meV
scaled length unit:             1.3229 angstrom
trial radius a:                 4.2334 angstrom
trial kinetic energy:           212.59 meV
trial elastic energy:           425.18 meV
trial coupling energy:          -850.36 meV
trial eigenvalue expectation:   -637.77 meV
trial formation energy:         -212.59 meV
Landau-Pekar minimum:           -236.22 meV
trial excess over minimum:      23.63 meV
lattice energy from q < pi/edge: 99.68 %
second-order quantum energy:    -208.66 meV
alpha where both are equal:     9.216
```
